# Magic-Angle Averaging of Spin Tensors by Lee-Goldburg and WAHUHA Irradiation: a numerical check

```python
"""Averaging of spin tensors by Lee-Goldburg (LG) and WAHUHA irradiation.

Result under test: for an axis n at angle theta to z, rotation about n averages
a spin tensor T_k0 to P_k(cos theta) T_k0(n).  At cos(theta) = 1/sqrt(3) the
dipolar (rank 2) part vanishes and shifts (rank 1) are scaled by 1/sqrt(3).
WAHUHA with ideal pulses gives the same average with n along (111).

Symbols (hbar = 1): shift delta multiplies I_z; dipolar constant D multiplies
3 I_1z I_2z - I_1.I_2; Omega is the LG effective field; tau the WAHUHA delay.
Energies are in eV, lengths in angstrom, times in 1/eV.  Tests of scaling laws
use dimensionless couplings.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, schur
from scipy.special import eval_legendre

MAGIC = np.arccos(1 / np.sqrt(3))
Z_AXIS = np.array([0.0, 0.0, 1.0])
N111 = np.ones(3) / np.sqrt(3)


def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j, np.diag(m)], dtype=complex)


def spin_half_sites(count):
    half = spin_matrices(0.5)
    return np.array([[np.kron(np.kron(np.eye(2**j), half[a]),
                              np.eye(2**(count - j - 1)))
                      for a in range(3)] for j in range(count)])


def along(vector_operator, n):
    return np.tensordot(n, vector_operator, axes=1)


def tilted(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def scalar_product(a, b):
    return sum(a[i] @ b[i] for i in range(3))


def dipolar(a, b, n):
    return 3 * along(a, n) @ along(b, n) - scalar_product(a, b)


def fourier_part(op, generator, q=0, points=24):
    """Part of op that gains exp(i q a) under rotation angle a."""
    total = np.zeros_like(op)
    for a in 2 * np.pi * np.arange(points) / points:
        u = expm(1j * a * generator)
        total += np.exp(-1j * q * a) * (u @ op @ u.conj().T)
    return total / points


def effective_hamiltonian(propagator, duration):
    triangular, vectors = schur(propagator, output="complex")
    energies = -np.angle(np.diag(triangular)) / duration
    return (vectors * energies) @ vectors.conj().T


def wahuha_pulses(total_spin):
    px = expm(-0.5j * np.pi * total_spin[0])
    py = expm(-0.5j * np.pi * total_spin[1])
    return [px, py.conj().T, py, px.conj().T]


def wahuha_effective(h, total_spin, tau):
    u = expm(-1j * h * tau)
    for pulse, delay in zip(wahuha_pulses(total_spin), [2 - 1, 2, 1, 1]):
        u = expm(-1j * h * tau * delay) @ pulse @ u
    return effective_hamiltonian(u, 6 * tau)


def spread(h):
    levels = np.linalg.eigvalsh(h)
    return levels[-1] - levels[0]


# Rank-by-rank average, spin 3/2, several angles
s32 = spin_matrices(1.5)


def polar_tensor(k, n):
    i_n = along(s32, n)
    if k == 1:
        return i_n
    if k == 2:
        return 3 * i_n @ i_n - 3.75 * np.eye(4)
    return 5 * i_n @ i_n @ i_n - (3 * 3.75 - 1) * i_n


for theta in (0.4, MAGIC, 1.3):
    n = tilted(theta)
    for k in (1, 2, 3):
        average = fourier_part(polar_tensor(k, Z_AXIS), along(s32, n))
        expected = eval_legendre(k, np.cos(theta)) * polar_tensor(k, n)
        assert np.allclose(average, expected, atol=1e-11)

# Threefold average about (111) equals the continuous one only up to rank 2
threefold_gap = []
for k in (1, 2, 3):
    op, gen = polar_tensor(k, Z_AXIS), along(s32, N111)
    gap = fourier_part(op, gen, points=3) - fourier_part(op, gen)
    threefold_gap.append(np.linalg.norm(gap) / np.linalg.norm(op))
assert max(threefold_gap[:2]) < 1e-12 and threefold_gap[2] > 0.1

# Two-spin operators: dipolar, scalar, and coupling to an unirradiated spin
pair = spin_half_sites(2)
pair_total = pair.sum(axis=0)
for theta in (0.7, MAGIC):
    n = tilted(theta)
    gen = along(pair_total, n)
    p2 = eval_legendre(2, np.cos(theta))
    assert np.allclose(fourier_part(dipolar(*pair, Z_AXIS), gen),
                       p2 * dipolar(*pair, n), atol=1e-12)
    scalar = scalar_product(*pair)
    assert np.allclose(fourier_part(scalar, gen), scalar, atol=1e-12)
    hetero = fourier_part(pair[0, 2] @ pair[1, 2], along(pair[0], n))
    assert np.allclose(hetero, np.cos(theta) * along(pair[0], n) @ pair[1, 2],
                       atol=1e-12)

# WAHUHA toggling frames built from the pulses themselves
frame, frames = np.eye(4, dtype=complex), [np.eye(4, dtype=complex)]
for pulse in wahuha_pulses(pair_total):
    frame = pulse @ frame
    frames.append(frame)
assert np.allclose(frames[-1], np.eye(4), atol=1e-12)
for f, axis in zip(frames, (2, 1, 0, 1, 2)):
    assert np.allclose(f.conj().T @ pair_total[2] @ f, pair_total[axis])
weights = np.array([1, 1, 2, 1, 1]) / 6


def toggled_average(op):
    return sum(w * f.conj().T @ op @ f for w, f in zip(weights, frames))


assert np.allclose(toggled_average(pair[0, 2]),
                   along(pair[0], N111) / np.sqrt(3), atol=1e-12)
assert np.allclose(toggled_average(dipolar(*pair, Z_AXIS)), 0, atol=1e-12)

# Three coupled spins: size of what the average leaves out
trio = spin_half_sites(3)
trio_total = trio.sum(axis=0)
bonds = [(0, 1), (0, 2), (1, 2)]
test_shifts, test_couplings = (0.5, -0.3, 0.8), (1.0, -0.6, 0.4)


def internal(n, shifts, couplings):
    h = sum(d * along(trio[j], n) for j, d in enumerate(shifts))
    return h + sum(c * dipolar(trio[j], trio[k], n)
                   for c, (j, k) in zip(couplings, bonds))


h_test = internal(Z_AXIS, test_shifts, test_couplings)


def scaled_shifts(n):
    return sum(d * along(trio[j], n) for j, d in enumerate(test_shifts)) / np.sqrt(3)


def lg_error(omega):
    n = tilted(MAGIC)
    gen, period = along(trio_total, n), 2 * np.pi / omega
    u = expm(2j * np.pi * gen) @ expm(-1j * period * (omega * gen + h_test))
    return np.linalg.norm(effective_hamiltonian(u, period) - scaled_shifts(n))


def wahuha_error(tau):
    h = wahuha_effective(h_test, trio_total, tau)
    return np.linalg.norm(h - scaled_shifts(N111))


def unsymmetrical_error(tau):
    u = np.eye(8, dtype=complex)
    for axis in (2, 1, 0):
        h = internal(np.eye(3)[axis], test_shifts, test_couplings)
        u = expm(-2j * tau * h) @ u
    return np.linalg.norm(effective_hamiltonian(u, 6 * tau) - scaled_shifts(N111))


def second_order_level_error(omega):
    gen = along(trio_total, tilted(MAGIC))
    h = omega * gen + fourier_part(h_test, gen)
    for q in (1, 2):
        up, down = fourier_part(h_test, gen, q), fourier_part(h_test, gen, -q)
        h = h + (up @ down - down @ up) / (q * omega)
    exact = np.linalg.eigvalsh(omega * gen + h_test)
    return np.max(np.abs(exact - np.linalg.eigvalsh(h)))


ratio_lg = lg_error(200) / lg_error(400)
ratio_wahuha = wahuha_error(0.01) / wahuha_error(0.005)
ratio_unsym = unsymmetrical_error(0.01) / unsymmetrical_error(0.005)
ratio_levels = second_order_level_error(200) / second_order_level_error(400)
assert abs(ratio_lg - 2) < 0.1
assert abs(ratio_wahuha - 4) < 0.2
assert abs(ratio_unsym - 2) < 0.1
assert abs(ratio_levels - 4) < 0.3

# Proton pair: dipolar constant in atomic units, checked in SI units
distance = 1.8
hartree_ev = const.value("Hartree energy in eV")
bohr_angstrom = const.value("Bohr radius") * 1e10
gamma_au = (const.value("proton g factor")
            / (2 * const.value("proton-electron mass ratio")))
b_ev = (const.fine_structure * gamma_au)**2 \
    / (distance / bohr_angstrom)**3 * hartree_ev
gamma_si = const.value("proton gyromag. ratio")
b_si = const.mu_0 / (4 * np.pi) * (gamma_si * const.hbar)**2 \
    / (distance * 1e-10)**3 / const.e
assert abs(b_ev / b_si - 1) < 1e-6
D = -b_ev
omega = 5e-10
triplet = np.array([[1, 0, 0], [0, 1 / np.sqrt(2), 0],
                    [0, 1 / np.sqrt(2), 0], [0, 0, 1]])


def triplet_levels(coupling, field, theta):
    h = coupling * dipolar(*pair, Z_AXIS) + field * along(pair_total, tilted(theta))
    return np.linalg.eigvalsh(triplet.T @ h @ triplet)


def splitting(levels):
    return levels[0] + levels[2] - 2 * levels[1]


for theta in (0.3, MAGIC, 1.2):
    for d in (-0.3, 0.2):
        p2 = eval_legendre(2, np.cos(theta))
        roots = np.sort(np.roots([1, 0, -(1 + 0.75 * d**2),
                                  -(d * p2 - d**3 / 4)]).real)
        assert np.allclose(roots, triplet_levels(d, 1.0, theta), atol=1e-10)

free = np.diag(triplet.T @ (D * dipolar(*pair, Z_AXIS)) @ triplet).real
static_split = abs(splitting(free))
assert abs(static_split / (3 * abs(D)) - 1) < 1e-12
magic_levels = triplet_levels(D, omega, MAGIC)
magic_split = splitting(magic_levels)
magic_estimate = -3 * D**3 / (4 * omega**2)
assert abs(magic_split / magic_estimate - 1) < 2 * (D / omega)**2
pair_offset = (magic_levels[2] - magic_levels[0]) / 2 - omega
pair_offset_estimate = 3 * D**2 / (8 * omega)
assert abs(pair_offset - pair_offset_estimate) < D**4 / omega**3
missed = MAGIC + np.radians(1)
missed_split = splitting(triplet_levels(D, omega, missed))
missed_first = 3 * D * eval_legendre(2, np.cos(missed))
assert abs((missed_split - magic_split) / missed_first - 1) < 0.05

# One shifted spin under both methods
shift, tau = 1e-11, 2e9
one = spin_matrices(0.5)
lg_offset, lg_rf = omega * np.cos(MAGIC), omega * np.sin(MAGIC)
lg_shift = spread((lg_offset + shift) * one[2] + lg_rf * one[0]) - omega
first = shift / np.sqrt(3)
second = shift**2 * np.sin(MAGIC)**2 / (2 * omega)
assert abs(lg_shift - first - second) < shift**3 / omega**2
wahuha_shift = spread(wahuha_effective(shift * one[2], one, tau))
assert abs(wahuha_shift / first - 1) < (6 * shift * tau)**2

# Dipolar coupling under WAHUHA: exact for a pair, residue for three protons
pair_residue = spread(wahuha_effective(D * dipolar(*pair, Z_AXIS), pair_total, tau))
assert pair_residue < 1e-12 * static_split
positions = distance * np.array([[0, 0, 0], [0, 0, 1], [np.sqrt(3) / 2, 0, 0.5]])
couplings = []
for j, k in bonds:
    r = positions[k] - positions[j]
    length = np.linalg.norm(r)
    couplings.append(b_ev * (distance / length)**3
                     * (1 - 3 * (r[2] / length)**2) / 2)
h_trio = internal(Z_AXIS, (0, 0, 0), couplings)
trio_static = spread(h_trio)
trio_tau = spread(wahuha_effective(h_trio, trio_total, tau))
trio_half = spread(wahuha_effective(h_trio, trio_total, tau / 2))
assert trio_half < trio_tau < trio_static
assert 3.2 < trio_tau / trio_half < 4.8

to_hz = const.e / const.h
print(f"magic angle: {np.degrees(MAGIC):.4f} degrees")
print(f"rank-1 factor P_1: {eval_legendre(1, np.cos(MAGIC)):.6f}")
print(f"rank-2 factor P_2: {abs(eval_legendre(2, np.cos(MAGIC))):.6f}")
print(f"rank-3 factor P_3: {eval_legendre(3, np.cos(MAGIC)):.6f}")
print(f"rank-3 threefold minus continuous average, relative norm: {threefold_gap[2]:.4f}")
print(f"LG error ratio, Omega doubled: {ratio_lg:.3f}")
print(f"WAHUHA error ratio, tau halved: {ratio_wahuha:.3f}")
print(f"unsymmetrical cycle error ratio, tau halved: {ratio_unsym:.3f}")
print(f"LG second-order level error ratio, Omega doubled: {ratio_levels:.3f}")
print(f"proton distance: {distance:.1f} angstrom")
print(f"dipolar constant D, pair along field: {D:.4e} eV")
print(f"LG effective field Omega: {omega:.3e} eV")
print(f"LG resonance offset: {lg_offset:.4e} eV")
print(f"LG transverse field omega_1: {lg_rf:.4e} eV")
print(f"pair splitting, no irradiation: {static_split:.4e} eV")
print(f"  the same as frequency: {static_split * to_hz / 1e3:.2f} kHz")
print(f"pair splitting, LG, exact levels: {magic_split:.4e} eV")
print(f"  the same as frequency: {magic_split * to_hz / 1e3:.3f} kHz")
print(f"pair splitting, LG, leading formula: {magic_estimate:.4e} eV")
print(f"pair splitting, LG angle 1 degree too large: {missed_split:.4e} eV")
print(f"  first-order part 3 D P_2: {missed_first:.4e} eV")
print(f"pair line offset from Omega, exact: {pair_offset:.4e} eV")
print(f"pair line offset, 3 D^2/(8 Omega): {pair_offset_estimate:.4e} eV")
print(f"chosen shift: {shift:.3e} eV")
print(f"shift over sqrt(3): {first:.4e} eV")
print(f"  the same as frequency: {first * to_hz / 1e3:.3f} kHz")
print(f"LG second-order shift: {second:.4e} eV")
print(f"LG shift, exact: {lg_shift:.4e} eV")
print(f"WAHUHA delay tau: {tau:.2e} 1/eV")
print(f"WAHUHA shift, exact cycle: {wahuha_shift:.4e} eV")
print("three-proton couplings D12, D13, D23: "
      + ", ".join(f"{c:.4e}" for c in couplings) + " eV")
print(f"three-proton level spread, no pulses: {trio_static:.4e} eV")
print(f"three-proton level spread, WAHUHA tau: {trio_tau:.4e} eV")
print(f"three-proton level spread, WAHUHA tau/2: {trio_half:.4e} eV")
print("all assertions hold")
```

Running it gives:

```
magic angle: 54.7356 degrees
rank-1 factor P_1: 0.577350
rank-2 factor P_2: 0.000000
rank-3 factor P_3: -0.384900
rank-3 threefold minus continuous average, relative norm: 0.4303
LG error ratio, Omega doubled: 1.999
WAHUHA error ratio, tau halved: 4.000
unsymmetrical cycle error ratio, tau halved: 2.001
LG second-order level error ratio, Omega doubled: 4.010
proton distance: 1.8 angstrom
dipolar constant D, pair along field: -8.5181e-11 eV
LG effective field Omega: 5.000e-10 eV
LG resonance offset: 2.8868e-10 eV
LG transverse field omega_1: 4.0825e-10 eV
pair splitting, no irradiation: 2.5554e-10 eV
  the same as frequency: 61.79 kHz
pair splitting, LG, exact levels: 1.8147e-12 eV
  the same as frequency: 0.439 kHz
pair splitting, LG, leading formula: 1.8542e-12 eV
pair splitting, LG angle 1 degree too large: 7.9487e-12 eV
  first-order part 3 D P_2: 6.2673e-12 eV
pair line offset from Omega, exact: 5.4123e-12 eV
pair line offset, 3 D^2/(8 Omega): 5.4419e-12 eV
chosen shift: 1.000e-11 eV
shift over sqrt(3): 5.7735e-12 eV
  the same as frequency: 1.396 kHz
LG second-order shift: 6.6667e-14 eV
LG shift, exact: 5.8394e-12 eV
WAHUHA delay tau: 2.00e+09 1/eV
WAHUHA shift, exact cycle: 5.7731e-12 eV
three-proton couplings D12, D13, D23: -8.5181e-11, 1.0648e-11, 1.0648e-11 eV
three-proton level spread, no pulses: 1.3924e-10 eV
three-proton level spread, WAHUHA tau: 1.4449e-13 eV
three-proton level spread, WAHUHA tau/2: 3.6252e-14 eV
all assertions hold
```
